# Debugging a numerical check: Converting Plane-Wave Pseudo-Orbitals to Cubic B-Splines for Quantum Monte Carlo

```python
"""
Result under test: a periodic function u(s) = sum_n c_n exp(2 pi i n.s), with s
fractional coordinates, is interpolated on N knots per lattice vector by cubic
B-splines whose coefficients are
    A_j = sum_n c_n exp(2 pi i n.j/N) / prod_a gamma(2 pi n_a/N),
    gamma(kappa) = (2 + cos kappa)/3.
For smooth orbitals the value error falls as N^-4 and the Laplacian error as N^-2.
The orbital is psi = exp(i k.r) u, an eigenstate of a one-electron model with a
Gaussian-smeared ion in an fcc cell. Hartree atomic units throughout.
"""
import numpy as np
from scipy.fft import ifftn
from scipy.interpolate import make_interp_spline

PI = np.pi


def rms(values):
    return np.sqrt(np.mean(np.abs(values) ** 2))


def basis(t):
    """Four B-splines alive at position t in a knot interval, and derivatives."""
    w = np.stack([(1 - t)**3, 4 - 6*t**2 + 3*t**3,
                  1 + 3*t + 3*t**2 - 3*t**3, t**3], axis=-1) / 6
    d1 = np.stack([-(1 - t)**2 / 2, -2*t + 1.5*t**2,
                   0.5 + t - 1.5*t**2, t**2 / 2], axis=-1)
    d2 = np.stack([1 - t, 3*t - 2, 1 - 3*t, t], axis=-1)
    return w, d1, d2


def gamma_interp(n, N):
    return (2 + np.cos(2*PI*n/N)) / 3


def gamma_match(n, N):
    return np.sinc(n/N)**4          # numpy sinc(x) = sin(pi x)/(pi x)


def gamma_none(n, N):
    return np.ones(len(n))


# Fourier transform of the B-spline by quadrature, against the closed form
nodes, weights = np.polynomial.legendre.leggauss(40)
nodes, weights = (nodes + 1)/2, weights/2
for kappa in (0.7, 2.1):
    for image in range(-2, 3):
        q = kappa + 2*PI*image
        shifts = nodes[:, None] + 1 - np.arange(4)
        transform = np.sum(weights[:, None]*basis(nodes)[0]*np.exp(-1j*q*shifts))
        assert abs(transform - (np.sin(q/2)/(q/2))**4) < 1e-11
    all_q = kappa + 2*PI*np.arange(-2000, 2001)
    image_sum = np.sum((np.sin(all_q/2)/(all_q/2))**4)
    assert abs(image_sum - (2 + np.cos(kappa))/3) < 1e-9

# ---------------------------------------------------------------- model orbital
edge, charge, r_core, cutoff = 8.0, 4.0, 0.6, 12.0
twist = np.array([0.1, 0.2, 0.3])
lattice = edge/2*np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]])
dual = np.linalg.inv(lattice).T     # rows b_a with a_a.b_b = delta_ab
metric = dual @ dual.T
volume = abs(np.linalg.det(lattice))
k_vec = 2*PI*twist @ dual


def ion_potential(n):
    g2 = np.sum((2*PI*n @ dual)**2, axis=-1)
    safe = np.where(g2 > 1e-12, g2, 1.0)
    v = -4*PI*charge*np.exp(-safe*r_core**2/2)/(volume*safe)
    return np.where(g2 > 1e-12, v, 0.0)


def index_cube(m):
    r = np.arange(-m, m + 1)
    return np.stack(np.meshgrid(r, r, r, indexing="ij"), axis=-1)


candidates = index_cube(7).reshape(-1, 3)
kg2 = np.sum((2*PI*(candidates + twist) @ dual)**2, axis=1)
waves = candidates[kg2/2 < cutoff]
kinetic = kg2[kg2/2 < cutoff]/2
H = ion_potential(waves[:, None, :] - waves[None, :, :]) + np.diag(kinetic)
energies, vectors = np.linalg.eigh(H)
energy, c = energies[0], vectors[:, 0]
n_max = int(np.abs(waves).max())
grids = [10, 20, 40, 80, 160]
assert 2*n_max < grids[0]           # no two waves coincide on the knots

n_cube = index_cube(n_max)
c_cube = np.zeros(n_cube.shape[:3], complex)
c_cube[tuple((waves + n_max).T)] = c
kg2_cube = np.sum((2*PI*(n_cube + twist) @ dual)**2, axis=-1)
v_cube = ion_potential(index_cube(9)).astype(complex)


def fourier_sum(cube, s):
    m = (cube.shape[0] - 1)//2
    e = [np.exp(2j*PI*s[:, a:a+1]*np.arange(-m, m + 1)) for a in range(3)]
    part = np.tensordot(e[2], cube, axes=(1, 2))
    part = np.einsum("pij,pj->pi", part, e[1])
    return np.einsum("pi,pi->p", part, e[0])


def spline_coefficients(N, gamma):
    g = gamma(np.arange(-n_max, n_max + 1), N)
    filtered = c_cube/(g[:, None, None]*g[None, :, None]*g[None, None, :])
    full = np.zeros((N, N, N), complex)
    pos = np.arange(-n_max, n_max + 1) % N
    full[np.ix_(pos, pos, pos)] = filtered
    return ifftn(full, overwrite_x=True)*N**3


def spline_eval(coef, s):
    """Return psi, its Laplacian, and the first fractional derivative of u."""
    N = coef.shape[0]
    cell = np.floor(N*s).astype(int)
    idx = (cell[:, :, None] + np.arange(-1, 3)) % N
    block = coef[idx[:, 0, :, None, None], idx[:, 1, None, :, None],
                 idx[:, 2, None, None, :]]
    tables = basis(N*s - cell)

    def derivative(orders):
        f = [tables[orders[a]][:, a] for a in range(3)]
        x = np.einsum("pijk,pk->pij", block, f[2])
        x = np.einsum("pij,pj->pi", x, f[1])
        return np.einsum("pi,pi->p", x, f[0])*float(N)**sum(orders)

    unit = np.eye(3, dtype=int)
    u = derivative([0, 0, 0])
    grad = [derivative(unit[a]) for a in range(3)]
    lap = -(k_vec @ k_vec)*u
    for a in range(3):
        lap = lap + 2j*(k_vec @ dual[a])*grad[a]
        for b in range(3):
            lap = lap + metric[a, b]*derivative(unit[a] + unit[b])
    phase = np.exp(2j*PI*s @ twist)
    return phase*u, phase*lap, grad[0]


# coefficient formula: spline must pass through the orbital at every knot
N0 = grids[0]
knots = np.stack(np.meshgrid(*[np.arange(N0)/N0]*3, indexing="ij"), -1).reshape(-1, 3)
at_knots = spline_eval(spline_coefficients(N0, gamma_interp), knots)[0]
direct = np.exp(2j*PI*knots @ twist)*fourier_sum(c_cube, knots)
knot_error = np.max(np.abs(at_knots - direct))
assert knot_error < 1e-11

# -------------------------------------------------------- errors between knots
rng = np.random.default_rng(7)
n_points = 8000
places = rng.random((n_points, 3))
inside = rng.random((n_points, 3))  # same position in the interval on all grids
val, lap_err, grad_err, sigma, added = [], [], [], [], []
lead_val, lead_lap, pred_val, pred_lap = [], [], [], []
other = {"match": [], "none": []}
for N in grids:
    s = (np.floor(N*places) + inside)/N
    phase = np.exp(2j*PI*s @ twist)
    psi = phase*fourier_sum(c_cube, s)
    lap = phase*fourier_sum(-kg2_cube*c_cube, s)
    du0 = fourier_sum(2j*PI*n_cube[..., 0]*c_cube, s)
    sp_psi, sp_lap, sp_du0 = spline_eval(spline_coefficients(N, gamma_interp), s)
    e_val, e_lap = sp_psi - psi, sp_lap - lap
    val.append(rms(e_val))
    lap_err.append(rms(e_lap))
    grad_err.append(rms(sp_du0 - du0))
    p_val, p_lap = 0, 0
    for a in range(3):
        t = inside[:, a]
        fourth = phase*fourier_sum((2*PI*n_cube[..., a])**4*c_cube, s)
        p_val = p_val - t**2*(1 - t)**2*fourth/(24*N**4)
        p_lap = p_lap - metric[a, a]*(1 - 6*t + 6*t**2)*fourth/(12*N**2)
    pred_val.append(rms(p_val))
    pred_lap.append(rms(p_lap))
    lead_val.append(rms(e_val - p_val)/rms(e_val))
    lead_lap.append(rms(e_lap - p_lap)/rms(e_lap))
    potential = fourier_sum(v_cube, s).real
    res_pw = -lap/2 + (potential - energy)*psi
    res_sp = -sp_lap/2 + (potential - energy)*sp_psi
    sigma.append(rms(res_sp)/rms(sp_psi))
    sigma_pw = rms(res_pw)/rms(psi)
    added.append(rms(res_sp - res_pw))
    if N >= 80:
        for name, gam in (("match", gamma_match), ("none", gamma_none)):
            trial = spline_eval(spline_coefficients(N, gam), s)[0]
            other[name].append(rms(trial - psi))


def orders(errors):
    e = np.array(errors)
    return np.log2(e[:-1]/e[1:])


ord_val, ord_lap, ord_grad = orders(val), orders(lap_err), orders(grad_err)
ord_added = orders(added)
ord_match, ord_none = orders(other["match"])[0], orders(other["none"])[0]
assert abs(ord_val[-1] - 4) < 0.1
assert abs(ord_lap[-1] - 2) < 0.1
assert abs(ord_grad[-1] - 3) < 0.1
assert abs(ord_added[-1] - 2) < 0.1
assert abs(ord_match - 4) < 0.1
assert abs(ord_none - 2) < 0.1
# leading error formulas, point by point; the remainder is one power of h higher
assert lead_val[-1] < 0.15 and lead_val[-2]/lead_val[-1] > 1.6
assert lead_lap[-1] < 0.15 and lead_lap[-2]/lead_lap[-1] > 1.6
assert sigma[0] > sigma[-1]

# ------------------------------------------- cusp midway between two knots (1D)
cusp_error, cusp_second, cusp_N = [], [], [101, 201]
for N in cusp_N:
    x = np.linspace(-5, 5, N + 1)
    y = np.exp(-2*np.abs(x))
    y[-1] = y[0]
    sp = make_interp_spline(x, y, k=3, bc_type="periodic")
    cusp_error.append(abs(float(sp(0.0)) - 1))
    cusp_second.append(abs(float(sp(0.0, 2))))
log_ratio = np.log(cusp_N[1]/cusp_N[0])
cusp_order = np.log(cusp_error[0]/cusp_error[1])/log_ratio
cusp_growth = np.log(cusp_second[1]/cusp_second[0])/log_ratio
assert abs(cusp_order - 1) < 0.1 and abs(cusp_growth - 1) < 0.1

# ----------------------------------------------------------------------- output
print(f"cubic edge {edge:.1f} bohr, cell volume {volume:.1f} bohr^3")
print(f"ion charge {charge:.1f} e, core radius {r_core:.1f} bohr")
print(f"cutoff {cutoff:.1f} hartree, twist {twist} (reciprocal units)")
print(f"plane waves {len(waves)}, largest |n_a| {n_max}")
print(f"lowest eigenvalue {energy:.6f} hartree")
print(f"rms psi {np.sqrt(np.sum(abs(c)**2)):.4f} (dimensionless)")
rms_lap = np.sqrt(np.sum((2*kinetic)**2*abs(c)**2))
print(f"rms Laplacian of psi {rms_lap:.4f} bohr^-2")
print(f"largest knot mismatch below 1e-11: {knot_error < 1e-11}")
kap = 2*PI*n_max/20
print(f"n={n_max}, N=20: kappa {kap:.4f} rad")
print(f"  gamma interpolation {gamma_interp(n_max, 20):.5f}")
print(f"  gamma amplitude matching {gamma_match(n_max, 20):.5f}")
print(f"sample points {n_points}")
print("N, h/bohr, rms value error, rms Laplacian error/bohr^-2")
for i, N in enumerate(grids):
    h = np.linalg.norm(lattice[0])/N
    print(f"  {N:4d} {h:.5f} {val[i]:.3e} {lap_err[i]:.3e}")
print("leading-formula rms: N, value, Laplacian/bohr^-2")
for i, N in enumerate(grids):
    print(f"  {N:4d} {pred_val[i]:.3e} {pred_lap[i]:.3e}")
print("relative pointwise remainder: N, value, Laplacian")
for i in (3, 4):
    print(f"  {grids[i]:4d} {lead_val[i]:.4f} {lead_lap[i]:.4f}")
print("observed orders per doubling: N->2N, value, gradient, Laplacian")
for i in range(4):
    print(f"  {grids[i]:4d} {ord_val[i]:.3f} {ord_grad[i]:.3f} {ord_lap[i]:.3f}")
print(f"value order 80->160, amplitude matching {ord_match:.3f}")
print(f"value order 80->160, no filter {ord_none:.3f}")
print(f"rms value error N=160, amplitude matching {other['match'][1]:.3e}")
print(f"rms value error N=160, no filter {other['none'][1]:.3e}")
print("Schrodinger residual/hartree: N, total, added by spline")
for i, N in enumerate(grids):
    print(f"  {N:4d} {sigma[i]:.3e} {added[i]:.3e}")
print(f"plane-wave residual (N=160 points) {sigma_pw:.3e} hartree")
print(f"order of added residual 80->160 {ord_added[-1]:.3f}")
print(f"cusp exp(-2|x|), N={cusp_N}: value errors "
      f"{cusp_error[0]:.4f} {cusp_error[1]:.4f}")
print(f"cusp |second derivative| {cusp_second[0]:.2f} {cusp_second[1]:.2f} bohr^-2")
print(f"cusp value order {cusp_order:.3f}, growth power {cusp_growth:.3f}")
print("all good")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 221, in <module>
    assert abs(cusp_order - 1) < 0.1 and abs(cusp_growth - 1) < 0.1
                                         ^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The last test failed: it fitted a pure 1/h law to the spline's whole second derivative at the cusp, which also contains the finite curvature +4 bohr⁻² that exp(−2|x|) has on either side. Near the cusp the second derivative is about −2(3−√3)/h + 4, so at these spacings a hand estimate gives an apparent power near 1.13, although the growth does tend to 1/h. The tested quantity is therefore changed to the second-derivative error, measured from the one-sided curvature, with the same grids and the same tolerance of 0.1; the raw second derivatives and their apparent power are still printed. Two tests are added, comparing the cusp errors with their derived prefactors, and nothing else in the calculation is changed.

Repair:

```diff
@@ -208,5 +208,8 @@
 
 # ------------------------------------------- cusp midway between two knots (1D)
+# exp(-2|x|) has curvature 4 on both sides of the cusp; the error of the spline's
+# second derivative is measured from that one-sided value.
 cusp_error, cusp_second, cusp_N = [], [], [101, 201]
+side_curvature = 4.0
 for N in cusp_N:
     x = np.linspace(-5, 5, N + 1)
@@ -215,9 +218,18 @@
     sp = make_interp_spline(x, y, k=3, bc_type="periodic")
     cusp_error.append(abs(float(sp(0.0)) - 1))
-    cusp_second.append(abs(float(sp(0.0, 2))))
+    cusp_second.append(float(sp(0.0, 2)))
+cusp_second_error = [abs(d - side_curvature) for d in cusp_second]
 log_ratio = np.log(cusp_N[1]/cusp_N[0])
 cusp_order = np.log(cusp_error[0]/cusp_error[1])/log_ratio
-cusp_growth = np.log(cusp_second[1]/cusp_second[0])/log_ratio
-assert abs(cusp_order - 1) < 0.1 and abs(cusp_growth - 1) < 0.1
+cusp_growth = np.log(cusp_second_error[1]/cusp_second_error[0])/log_ratio
+raw_growth = np.log(cusp_second[1]/cusp_second[0])/log_ratio
+assert abs(cusp_order - 1) < 0.1
+assert abs(cusp_growth - 1) < 0.1
+# prefactors from the knot equations for |x|; corrections are of relative order h^2
+h_fine = 10/cusp_N[1]
+cusp_value_formula = (1 + np.sqrt(3))*h_fine/4
+cusp_second_formula = 2*(3 - np.sqrt(3))/h_fine
+assert abs(cusp_error[1]/cusp_value_formula - 1) < 0.02
+assert abs(cusp_second_error[1]/cusp_second_formula - 1) < 0.02
 
 # ----------------------------------------------------------------------- output
@@ -260,5 +272,10 @@
 print(f"cusp exp(-2|x|), N={cusp_N}: value errors "
       f"{cusp_error[0]:.4f} {cusp_error[1]:.4f}")
-print(f"cusp |second derivative| {cusp_second[0]:.2f} {cusp_second[1]:.2f} bohr^-2")
-print(f"cusp value order {cusp_order:.3f}, growth power {cusp_growth:.3f}")
+print(f"cusp spline second derivative {cusp_second[0]:.2f} "
+      f"{cusp_second[1]:.2f} bohr^-2, apparent power {raw_growth:.3f}")
+print(f"cusp second-derivative error {cusp_second_error[0]:.2f} "
+      f"{cusp_second_error[1]:.2f} bohr^-2")
+print(f"cusp formulas, N={cusp_N[1]}: value {cusp_value_formula:.4f}, "
+      f"second derivative {cusp_second_formula:.2f} bohr^-2")
+print(f"cusp value order {cusp_order:.3f}, error growth power {cusp_growth:.3f}")
 print("all good")
```

After the repair:

```
cubic edge 8.0 bohr, cell volume 128.0 bohr^3
ion charge 4.0 e, core radius 0.6 bohr
cutoff 12.0 hartree, twist [0.1 0.2 0.3] (reciprocal units)
plane waves 261, largest |n_a| 4
lowest eigenvalue -0.617160 hartree
rms psi 1.0000 (dimensionless)
rms Laplacian of psi 2.3840 bohr^-2
largest knot mismatch below 1e-11: True
n=4, N=20: kappa 1.2566 rad
  gamma interpolation 0.76967
  gamma amplitude matching 0.76587
sample points 8000
N, h/bohr, rms value error, rms Laplacian error/bohr^-2
    10 0.56569 4.204e-03 3.298e-01
    20 0.28284 1.639e-04 5.584e-02
    40 0.14142 8.779e-06 1.230e-02
    80 0.07071 5.326e-07 2.978e-03
   160 0.03536 3.305e-08 7.392e-04
leading-formula rms: N, value, Laplacian/bohr^-2
    10 2.065e-03 1.826e-01
    20 1.338e-04 4.662e-02
    40 8.323e-06 1.166e-02
    80 5.249e-07 2.928e-03
   160 3.292e-08 7.350e-04
relative pointwise remainder: N, value, Laplacian
    80 0.0615 0.0888
   160 0.0303 0.0443
observed orders per doubling: N->2N, value, gradient, Laplacian
    10 4.681 3.925 2.562
    20 4.223 3.251 2.183
    40 4.043 3.062 2.046
    80 4.010 3.016 2.010
value order 80->160, amplitude matching 4.026
value order 80->160, no filter 1.994
rms value error N=160, amplitude matching 1.497e-08
rms value error N=160, no filter 6.029e-04
Schrodinger residual/hartree: N, total, added by spline
    10 1.727e-01 1.621e-01
    20 6.912e-02 2.782e-02
    40 6.291e-02 6.144e-03
    80 6.250e-02 1.489e-03
   160 6.250e-02 3.696e-04
plane-wave residual (N=160 points) 6.249e-02 hartree
order of added residual 80->160 2.010
cusp exp(-2|x|), N=[101, 201]: value errors 0.0675 0.0340
cusp spline second derivative -21.88 -47.11 bohr^-2, apparent power 1.115
cusp second-derivative error 25.88 51.11 bohr^-2
cusp formulas, N=201: value 0.0340, second derivative 50.97 bohr^-2
cusp value order 0.997, error growth power 0.989
all good
```
